# Grid Error in the Period of a One-Dimensional Chiral Spiral: a program that tests the result

```python
"""Finite-difference error of a one-dimensional chiral spiral.

Result under test: for energy density A|m'|^2 - D y.(m x m'), the continuum
period is L0 = 4 pi A/D. With nearest-neighbour differences on cells of width
L0/N, the equilibrium period is L0*x/arctan(x), x = 2 pi/N (N=10: about +12%).

A: exchange stiffness; D: chiral exchange constant; q0 = D/(2A);
x: q0 times cell width; phi: turn angle between neighbouring cells;
K: easy-axis anisotropy; a = K/(A q0^2); Ms: saturation magnetization.
Bond energies are in units of 2A/cell^2 unless stated otherwise.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar

A = 15e-12
D = 3e-3
Ms = 1e6
thickness = 1e-9
K_residual = 1e5
temperature = 300.0
strip_width = 60e-9
atomic_spacing = 0.25e-9
N = 10

q0 = D / (2 * A)
L0 = 4 * np.pi * A / D
cell = L0 / N
x = 2 * np.pi / N
phi_star = np.arctan(x)


def period_ratio(cells_per_period):
    y = 2 * np.pi / cells_per_period
    return y / np.arctan(y)


def lowest_angle(energy):
    return minimize_scalar(energy, bounds=(0.0, 1.5), method="bounded",
                           options={"xatol": 1e-10}).x


# Continuum period from direct minimization of the energy density.
scaled_q = minimize_scalar(
    lambda s: (A * (s * q0)**2 - D * s * q0) / (A * q0**2),
    bounds=(0.1, 3), method="bounded", options={"xatol": 1e-10}).x
assert abs(2 * np.pi / (scaled_q * q0) / L0 - 1) < 1e-6

# Free three-dimensional spins on an open chain.
n_spins = 20
bond_matrix = np.eye(3)
bond_matrix[2, 0], bond_matrix[0, 2] = x, -x


def chain_energy(m):
    """Energy from finite differences of unit spins."""
    dm = m[1:] - m[:-1]
    chiral = m[:-1, 2] * dm[:, 0] - m[:-1, 0] * dm[:, 2]
    return 0.5 * np.sum(dm**2) - x * np.sum(chiral)


rng = np.random.default_rng(4)
m = np.tile([0.0, 0.0, 1.0], (n_spins, 1))
m += 0.3 * rng.normal(size=m.shape)
m /= np.linalg.norm(m, axis=1)[:, None]

# The bond matrix reproduces the finite-difference energy, and its norm
# bounds the energy that any bond can gain.
bilinear = n_spins - 1 - np.sum((m[:-1] @ bond_matrix) * m[1:])
assert abs(bilinear - chain_energy(m)) < 1e-12
assert abs(np.linalg.norm(bond_matrix, 2) - np.sqrt(1 + x**2)) < 1e-12

# Turning a spin into its local field never raises the energy.
for sweep in range(15000):
    previous = m.copy()
    for i in range(n_spins):
        field = np.zeros(3)
        if i + 1 < n_spins:
            field += bond_matrix @ m[i + 1]
        if i > 0:
            field += m[i - 1] @ bond_matrix
        m[i] = field / np.sqrt(field @ field)
    if np.max(np.abs(m - previous)) < 1e-12:
        break
bond_angles = np.arctan2(m[:-1, 2] * m[1:, 0] - m[:-1, 0] * m[1:, 2],
                         np.sum(m[:-1] * m[1:], axis=1))
chain_ratio = x / np.mean(bond_angles)
assert np.max(np.abs(bond_angles - phi_star)) < 1e-6
assert np.max(np.abs(m[:, 1])) < 1e-6
assert abs(chain_ratio - period_ratio(N)) < 1e-6
assert abs(chain_ratio - 1.12) < 0.005

# Energy gain: relaxed chain against the continuum value -A q0^2.
gain_ratio = 2 * (np.sqrt(1 + x**2) - 1) / x**2
chain_gain = -chain_energy(m) / (n_spins - 1) / (x**2 / 2)
assert abs(chain_gain - gain_ratio) < 1e-8

# Small-cell expansion and the separate effects of the two discretized terms.
s = sp.symbols("s", positive=True)
expansion = sp.series(s / sp.atan(s), s, 0, 6).removeO()
assert sp.simplify(expansion - (1 + s**2 / 3 - 4 * s**4 / 45)) == 0


def exchange_only(y):
    return y / lowest_angle(lambda p: 1 - np.cos(p) - y * p)


def chiral_only(y):
    return y / lowest_angle(lambda p: p**2 / 2 - y * np.sin(p))


ratio_exchange, ratio_chiral = exchange_only(x), chiral_only(x)
assert abs(np.sin(x / ratio_exchange) - x) < 1e-6
assert abs(x / ratio_chiral - x * np.cos(x / ratio_chiral)) < 1e-6
small = 0.1
assert abs((exchange_only(small) - 1) / small**2 + 1 / 6) < 0.005
assert abs((chiral_only(small) - 1) / small**2 - 1 / 2) < 0.005

# Cell-dependent chiral constant that restores the continuum period.
D_corrected = 2 * A / cell * np.tan(q0 * cell)
corrected_angle = lowest_angle(
    lambda p: 1 - np.cos(p) - D_corrected * cell / (2 * A) * np.sin(p))
assert abs(2 * np.pi / corrected_angle - N) < 1e-5
N_one_percent = brentq(lambda n: period_ratio(n) - 1.01, 10, 100)


def periodic_box_turns(cells):
    """Number of turns in the lowest eigenvector of a periodic box."""
    shift = np.roll(np.eye(cells), 1, axis=1)
    coupling = np.kron(shift, bond_matrix)
    vectors = np.linalg.eigh(-(coupling + coupling.T) / 2)[1]
    spectrum = np.abs(np.fft.rfft(vectors[:, 0].reshape(cells, 3)[:, 0]))
    return int(np.argmax(spectrum))


turns_short, turns_long = periodic_box_turns(10), periodic_box_turns(112)
assert turns_short == 1
assert turns_long == round(112 * phi_star / (2 * np.pi))
assert turns_long != round(112 / N)


# Stray field of a cycloid in a film, lengths in units of 1/q0.
qt = q0 * thickness
g = (1 - np.exp(-qt)) / qt


def film_stray_energy(in_plane, normal):
    """Mean energy per film volume in units mu0*Ms^2, from the potential."""
    h = qt / 50
    nodes = np.arange(-5000, 5001) * h
    middles = np.concatenate(([nodes[0] - h / 2], nodes + h / 2))
    inside = (np.abs(middles) < qt / 2).astype(float)
    source = normal * np.diff(inside) / h
    source += in_plane * (inside[1:] + inside[:-1]) / 2
    bands = np.full((3, len(nodes)), 1 / h**2)
    bands[1] = -2 / h**2 - 1
    u = solve_banded((1, 1), bands, source)
    slope = np.diff(np.concatenate(([0.0], u, [0.0]))) / h
    return 0.25 * h * (np.sum(slope**2) + np.sum(u**2)) / qt


stray_total = film_stray_energy(1, 1)
assert abs(4 * film_stray_energy(0, 1) - g) < 1e-4
assert abs(4 * film_stray_energy(1, 0) - (1 - g)) < 1e-4
assert abs(stray_total - 0.25) < 1e-4
K_stray = constants.mu_0 * Ms**2 * (1 - g)
K_total = K_residual + K_stray
K_critical = (np.pi * D / 4)**2 / A
a = K_total / (A * q0**2)
assert K_total < K_critical


def continuum_anisotropic_ratio(a):
    """Continuum period over L0 from the first integral of the spiral."""
    def turn_integral(c, power):
        return 4 * quad(lambda t: (c + a * np.sin(t)**2)**power,
                        0, np.pi / 2)[0]
    c = brentq(lambda c: turn_integral(c, 0.5) - 2 * np.pi, 1e-8, 1.5)
    return turn_integral(c, -0.5) / (2 * np.pi)


def relaxed_ring_energy(cells, turns, y, kappa):
    """Energy per cell of a planar ring relaxed by Newton steps."""
    theta = 2 * np.pi * turns * np.arange(cells) / cells
    index = np.arange(cells)
    following = (index + 1) % cells
    for k in np.linspace(0, kappa, 6):
        for _ in range(6):
            phi = np.roll(theta, -1) - theta
            phi[-1] += 2 * np.pi * turns
            torque = np.sin(phi) - y * np.cos(phi)
            gradient = np.roll(torque, 1) - torque + k * np.sin(2 * theta)
            if np.max(np.abs(gradient)) < 1e-12:
                break
            stiff = np.cos(phi) + y * np.sin(phi)
            hessian = np.diag(stiff + np.roll(stiff, 1)
                              + 2 * k * np.cos(2 * theta) + 1e-9)
            hessian[index, following] -= stiff
            hessian[following, index] -= stiff
            theta = theta - np.linalg.solve(hessian, gradient)
    phi = np.roll(theta, -1) - theta
    phi[-1] += 2 * np.pi * turns
    torque = np.sin(phi) - y * np.cos(phi)
    residual = np.roll(torque, 1) - torque + kappa * np.sin(2 * theta)
    assert np.max(np.abs(residual)) < 1e-9
    return np.mean(1 - np.cos(phi) - y * np.sin(phi)
                   + kappa * np.sin(theta)**2)


def ring_ratio(cells_per_L0, turns, a, step):
    """Equilibrium period over L0 from rings of many lengths."""
    y = 2 * np.pi / cells_per_L0
    base = cells_per_L0 * turns
    sizes = np.arange(base - 2 * step, int(1.4 * base), step)
    energies = np.array([relaxed_ring_energy(int(c), turns, y, a * y**2 / 2)
                         for c in sizes])
    best = int(np.argmin(energies))
    assert 0 < best < len(sizes) - 1
    near = slice(best - 1, best + 2)
    wave = sizes[best] / sizes[near] - 1
    energy_scale = y**2 / 2
    fit = np.polyfit(wave, (energies[near] - energies[best]) / energy_scale, 2)
    best_wave = 1 - fit[1] / (2 * fit[0])
    return sizes[best] / best_wave / base


aniso_continuum = continuum_anisotropic_ratio(a)
aniso_fine = ring_ratio(200, 1, a, 2)
aniso_coarse = ring_ratio(N, 10, a, 1)
assert abs(ring_ratio(N, 10, 0.0, 1) - period_ratio(N)) < 1e-3
assert abs(aniso_fine / aniso_continuum - 1) < 2e-3

# The critical anisotropy is where the wall energy vanishes.
wall_energy = quad(lambda t: 2 * np.sqrt(A * K_critical) * np.sin(t),
                   0, np.pi)[0] - np.pi * D
assert abs(wall_energy) < 1e-8 * D

# Thermal spread of the phase, from the Boltzmann weight of single bonds.
kT = constants.k * temperature
phase_variance = kT * L0 / (2 * A * thickness * strip_width)


def bond_statistics(cells_per_L0):
    y = 2 * np.pi / cells_per_L0
    strength = 2 * A * thickness * strip_width * cells_per_L0 / L0 / kT
    angle = np.linspace(-np.pi, np.pi, 40001)[:-1]
    energy = strength * (1 - np.cos(angle) - y * np.sin(angle))
    weight = np.exp(-(energy - energy.min()))
    weight /= weight.sum()
    mean = np.sum(weight * angle)
    return mean, np.sum(weight * (angle - mean)**2)


fine_mean, fine_variance = bond_statistics(100)
coarse_mean, _ = bond_statistics(N)
assert abs(100 * fine_variance / phase_variance - 1) < 0.01
assert abs(coarse_mean - phi_star) < 1e-6
gain_density = A * q0**2
gain_in_kT = gain_density * L0 * strip_width * thickness / kT

print(f"Exchange stiffness A = {A*1e12:.1f} pJ/m")
print(f"Chiral constant D = {D*1e3:.1f} mJ/m^2")
print(f"Saturation magnetization = {Ms/1e6:.1f} MA/m")
print(f"Film thickness = {thickness*1e9:.1f} nm")
print(f"Strip width = {strip_width*1e9:.0f} nm")
print(f"Temperature = {temperature:.0f} K")
print(f"Continuum wave number q0 = {q0*1e-9:.4f} rad/nm")
print(f"Continuum period L0 = {L0*1e9:.2f} nm")
print(f"Cell width at N=10 = {cell*1e9:.3f} nm")
print(f"x = q0*cell = {x:.5f} rad")
print(f"Discrete turn per bond = {phi_star:.5f} rad")
print(f"Discrete turn per bond = {np.degrees(phi_star):.2f} degrees")
print(f"Discrete period = {2*np.pi/phi_star:.3f} cells")
print(f"Discrete period = {L0*period_ratio(N)*1e9:.2f} nm")
print(f"Period ratio, formula = {period_ratio(N):.5f}")
print(f"Period ratio, relaxed 3D spins = {chain_ratio:.5f}")
print(f"Leading error x^2/3 = {100*x**2/3:.2f} percent")
print(f"Two-term error = {100*(x**2/3-4*x**4/45):.2f} percent")
for count in (5, 10, 20, 40, 80):
    print(f"Period error at N={count}: "
          f"{100*(period_ratio(count)-1):.3f} percent")
print(f"N for 1 percent error = {N_one_percent:.2f} cells per L0")
print(f"Cell for 1 percent error = {L0/N_one_percent*1e9:.3f} nm")
print(f"Ratio, only exchange discretized = {ratio_exchange:.4f}")
print(f"Ratio, only chiral term discretized = {ratio_chiral:.4f}")
print(f"Energy gain, discrete/continuum = {gain_ratio:.4f}")
print(f"Corrected D at N=10 = {D_corrected*1e3:.4f} mJ/m^2")
print(f"Turns in periodic box of 10 cells = {turns_short}")
print(f"Turns in periodic box of 112 cells = {turns_long}")
print(f"Residual anisotropy = {K_residual/1e6:.3f} MJ/m^3")
print(f"Film factor g at q0 = {g:.5f}")
print(f"Stray energy/(mu0 Ms^2), numerical = {stray_total:.5f}")
print(f"Stray-field added anisotropy = {K_stray/1e6:.4f} MJ/m^3")
print(f"Total anisotropy used = {K_total/1e6:.4f} MJ/m^3")
print(f"Critical anisotropy = {K_critical/1e6:.4f} MJ/m^3")
print(f"Continuum period/L0 with anisotropy = {aniso_continuum:.4f}")
print(f"Ring period/L0 with anisotropy, N=200 = {aniso_fine:.4f}")
print(f"Ring period/L0 with anisotropy, N=10 = {aniso_coarse:.4f}")
print(f"Grid error with anisotropy, N=10 = "
      f"{100*(aniso_coarse/aniso_continuum-1):.2f} percent")
print(f"Continuum energy gain density = {gain_density/1e6:.4f} MJ/m^3")
print(f"Energy gain per period of strip = {gain_in_kT:.1f} kT")
print(f"Thermal rms phase over L0 = {np.sqrt(phase_variance):.4f} rad")
print(f"Thermal rms period scatter = "
      f"{100*np.sqrt(phase_variance)/(2*np.pi):.2f} percent")
print(f"Atomic spacing = {atomic_spacing*1e9:.2f} nm")
print(f"Atomic-lattice period shift = "
      f"{100*(period_ratio(L0/atomic_spacing)-1):.4f} percent")
print("no test failed")
```

Output:

```
Exchange stiffness A = 15.0 pJ/m
Chiral constant D = 3.0 mJ/m^2
Saturation magnetization = 1.0 MA/m
Film thickness = 1.0 nm
Strip width = 60 nm
Temperature = 300 K
Continuum wave number q0 = 0.1000 rad/nm
Continuum period L0 = 62.83 nm
Cell width at N=10 = 6.283 nm
x = q0*cell = 0.62832 rad
Discrete turn per bond = 0.56098 rad
Discrete turn per bond = 32.14 degrees
Discrete period = 11.200 cells
Discrete period = 70.37 nm
Period ratio, formula = 1.12003
Period ratio, relaxed 3D spins = 1.12003
Leading error x^2/3 = 13.16 percent
Two-term error = 11.77 percent
Period error at N=5: 39.838 percent
Period error at N=10: 12.003 percent
Period error at N=20: 3.207 percent
Period error at N=40: 0.817 percent
Period error at N=80: 0.205 percent
N for 1 percent error = 36.13 cells per L0
Cell for 1 percent error = 1.739 nm
Ratio, only exchange discretized = 0.9248
Ratio, only chiral term discretized = 1.1653
Energy gain, discrete/continuum = 0.9170
Corrected D at N=10 = 3.4690 mJ/m^2
Turns in periodic box of 10 cells = 1
Turns in periodic box of 112 cells = 10
Residual anisotropy = 0.100 MJ/m^3
Film factor g at q0 = 0.95163
Stray energy/(mu0 Ms^2), numerical = 0.25000
Stray-field added anisotropy = 0.0608 MJ/m^3
Total anisotropy used = 0.1608 MJ/m^3
Critical anisotropy = 0.3701 MJ/m^3
Continuum period/L0 with anisotropy = 1.0402
Ring period/L0 with anisotropy, N=200 = 1.0405
Ring period/L0 with anisotropy, N=10 = 1.1714
Grid error with anisotropy, N=10 = 12.61 percent
Continuum energy gain density = 0.1500 MJ/m^3
Energy gain per period of strip = 136.5 kT
Thermal rms phase over L0 = 0.3802 rad
Thermal rms period scatter = 6.05 percent
Atomic spacing = 0.25 nm
Atomic-lattice period shift = 0.0208 percent
no test failed
```
